# Emission and Drift-Diffusion Terms in Zero-Bias Contact Resistivity

The specific contact resistivity of a metal-semiconductor contact is defined at zero bias by

\[
\rho_c=\left(\frac{dJ}{dV}\right)^{-1}_{V=0},
\]

where \(J\) is the current density and \(V\) the voltage across the contact. The semiconductor is n-type and nondegenerate, with donor density \(N_D\), one isotropic conduction band of effective mass \(m\), and a constant mobility \(\mu\). It occupies \(x>0\), with the metal at \(x<0\). Forward bias, \(V>0\), drives electrons into the metal, and \(J\) is then positive: the conventional current runs from metal to semiconductor. The thermal voltage is \(V_t=kT/q\), with \(q>0\). The barrier \(\phi_B\), in volts, is the height of the conduction-band edge at the interface above the metal Fermi level.

The depletion layer extends from \(x=0\) to \(x=W\). Let \(\psi(x)\) be the band edge in volts, measured from its value in the neutral bulk, so that \(\psi(W)=0\). At zero bias \(\psi(0)=V_d\), the built-in band bending. In the bulk \(N_D=N_c e^{-(E_c-E_F)/kT}\), where \(N_c\) is the effective density of states, so the band edge lies \(V_t\ln(N_c/N_D)\) above the Fermi level and

\[
V_d=\phi_B-V_t\ln\frac{N_c}{N_D}.
\]

Under bias \(\psi(0)=V_d-V\), with \(\phi_B\) held fixed. Image force, tunnelling and lateral variations of the barrier are left out at first and sized later.

Two processes act in series: electrons travel through the depletion layer, then cross the interface. For the crossing, take a Maxwellian population of density \(n\). The flux of those moving towards the metal is

\[
n\,\frac{\int_0^\infty v\,e^{-mv^2/2kT}dv}{\int_{-\infty}^{\infty}e^{-mv^2/2kT}dv}
=n\,\frac{kT/m}{\sqrt{2\pi kT/m}}=n\,v_R,\qquad v_R=\sqrt{\frac{kT}{2\pi m}} .
\]

The emission velocity \(v_R\) is tied to the Richardson constant \(A^*\). With \(N_c=2(2\pi mkT/h^2)^{3/2}\),

\[
qN_cv_R=2q\,\frac{(2\pi m)(kT)^2}{h^3}=\frac{4\pi qmk^2}{h^3}\,T^2=A^*T^2 .
\]

Let \(n_0\) be the electron density at the interface. Electrons leave the semiconductor at the rate \(n_0v_R\). The metal sends back a flux that depends on its own temperature and on \(\phi_B\), but not on \(V\). In equilibrium the two must cancel, which fixes the return flux at \(n_mv_R\), with \(n_m=N_ce^{-\phi_B/V_t}\). Hence

\[
J=qv_R(n_0-n_m). \tag{1}
\]

Inside the layer an electron has potential energy \(q\psi\) and feels the force \(-q\psi'\). Its drift velocity in the \(+x\) direction is \(-\mu\psi'\), and diffusion adds the flux \(-\mu V_tn'\), by the Einstein relation. The flux towards the metal has the opposite sign, so

\[
J=q\mu\left(V_tn'+n\psi'\right)=q\mu V_t\,e^{-\psi/V_t}\frac{d}{dx}\left(n\,e^{\psi/V_t}\right).
\]

The second form follows by carrying out the derivative. In the steady state, without recombination, \(J\) does not depend on \(x\). Multiply by \(e^{\psi/V_t}\) and integrate from \(0\) to \(W\), using \(n(W)=N_D\) and \(\psi(W)=0\):

\[
J\int_0^We^{\psi/V_t}dx=q\mu V_t\left[N_D-n_0e^{\psi(0)/V_t}\right].
\]

Now divide by \(e^{\psi(0)/V_t}\). On the left this leaves the length

\[
L=\int_0^We^{[\psi(x)-\psi(0)]/V_t}dx,
\]

the distance over which the barrier stays within about \(kT\) of its top. On the right, the expression for \(V_d\) gives \(N_De^{-V_d/V_t}=N_ce^{-\phi_B/V_t}=n_m\), so \(N_De^{-(V_d-V)/V_t}=n_me^{V/V_t}\). Therefore

\[
J=qv_D\left(n_me^{V/V_t}-n_0\right),\qquad v_D=\frac{\mu V_t}{L}. \tag{2}
\]

The unknown \(n_0\) is removed by dividing (1) by \(qv_R\), (2) by \(qv_D\), and adding:

\[
\frac{J}{q}\left(\frac1{v_R}+\frac1{v_D}\right)=n_m\left(e^{V/V_t}-1\right),
\qquad
J=\frac{qn_m\left(e^{V/V_t}-1\right)}{1/v_R+1/v_D}. \tag{3}
\]

The band bending and the width change with bias, so \(v_D\) depends on \(V\). Write (3) as \(J=g(V)(e^{V/V_t}-1)\). Then

\[
\frac{dJ}{dV}=g'(V)\left(e^{V/V_t}-1\right)+\frac{g(V)}{V_t}e^{V/V_t}.
\]

At \(V=0\) the first bracket vanishes, and the change of barrier shape drops out. What remains is \(dJ/dV=g(0)/V_t\), whose inverse is

\[
\rho_c=\frac{V_t}{qn_m}\left(\frac1{v_R}+\frac1{v_D}\right)=\rho_{TE}+\rho_{DD}.
\]

Inserting \(n_m\), \(v_D\) and \(qN_cv_R=A^*T^2\) gives the two terms:

\[
\rho_{TE}=\frac{V_te^{\phi_B/V_t}}{qN_cv_R}=\frac{k}{qA^*T}e^{\phi_B/V_t},
\qquad
\rho_{DD}=\frac{L\,e^{\phi_B/V_t}}{q\mu N_c}. \tag{4}
\]

The second term has a direct reading. The equilibrium density in the layer is \(n_{eq}(x)=n_me^{[\psi(0)-\psi(x)]/V_t}\), so that

\[
\int_0^W\frac{dx}{q\mu n_{eq}(x)}=\frac1{q\mu n_m}\int_0^We^{[\psi(x)-\psi(0)]/V_t}dx=\frac{L}{q\mu n_m}=\rho_{DD}.
\]

The drift-diffusion term is the ohmic resistance of the depletion layer, slice by slice, with the carriers it holds in equilibrium. Most of it comes from the sparsely populated region near the top of the barrier. If the mobility varies with position, the same derivation applies with \(1/\mu(x)\) kept under the integral. When a measurement subtracts the resistance of uniform material right up to the interface, \(W/(q\mu N_D)\) must be taken off \(\rho_{DD}\); for a strong barrier this is a tiny part.

The built-in field may be large, yet the low-field mobility is the right one here. At equilibrium drift and diffusion balance, the electrons have the lattice temperature, and an infinitesimal bias does not heat them. The local drift-diffusion law does require that the potential change by much less than \(kT/q\) over a mean free path.

For uniform doping and full depletion the band edge is a parabola, \(\psi=V_d(1-x/W)^2\), with \(W=\sqrt{2\varepsilon V_d/(qN_D)}\), where \(\varepsilon\) is the permittivity. Set \(b=V_d/V_t\) and \(u=1-x/W\), then \(t=\sqrt b\,u\):

\[
L=We^{-b}\int_0^1e^{bu^2}du=\frac{W}{\sqrt b}\,e^{-b}\int_0^{\sqrt b}e^{t^2}dt=W\,\frac{D(\sqrt b)}{\sqrt b},
\]

where \(D(z)=e^{-z^2}\int_0^ze^{t^2}dt\) is Dawson's function. Differentiation gives \(D'=1-2zD\), or \(D=(1-D')/(2z)\). For large \(z\) the leading form is \(D\approx1/(2z)\), whose derivative is \(-1/(2z^2)\). Putting this back gives \(D\approx[1+1/(2z^2)]/(2z)\), and so

\[
L\approx\frac{W}{2b}\left(1+\frac1{2b}\right)=\frac{V_t}{F_m}\left(1+\frac1{2b}\right),\qquad F_m=\frac{2V_d}{W}.
\]

Here \(F_m\) is the field at the interface. To leading order \(v_D\approx\mu F_m\), the drift velocity the low-field mobility would give in that field. In the opposite limit, \(b\to0\), \(D(z)\approx z\) and \(L\to W\): the formula returns the resistance of an undepleted slab. Full depletion is no longer a valid assumption there, so this limit shows only how the expression joins on to bulk resistance.

The ratio of the two terms in (4) is

\[
\frac{\rho_{DD}}{\rho_{TE}}=\frac{v_R}{v_D}=\frac{v_RL}{\mu V_t}=\frac{\mu^*}{\mu},
\qquad \mu^*=\frac{v_RL}{V_t}\approx\frac{v_R}{F_m}. \tag{5}
\]

Drift-diffusion dominates when \(\mu<\mu^*\). The factor \(e^{\phi_B/V_t}\) multiplies both terms and cancels. A higher barrier at fixed doping raises both resistivities steeply, but moves the crossover almost entirely through the field.

The criterion can also be put as a comparison of lengths. The mean speed is \(\sqrt{8kT/\pi m}=4v_R\). For an energy-independent relaxation time \(\tau\), define the mean free path \(\lambda=4v_R\tau\), so that \(\mu=q\tau/m=q\lambda/(4mv_R)\). Then

\[
\frac{\rho_{DD}}{\rho_{TE}}=\frac{4mv_R^2L}{q\lambda V_t}=\frac{4m}{kT}\,\frac{kT}{2\pi m}\,\frac L\lambda=\frac{2L}{\pi\lambda}.
\]

The drift-diffusion term is the larger one when \(L>\pi\lambda/2\approx1.57\lambda\). An electron near the top of the barrier is then usually scattered before the potential has fallen by \(kT/q\). Well beyond the crossover, when \(L\gg\lambda\), it is scattered many times over this distance and may return towards the top repeatedly before it escapes. When \(L\ll\lambda\) the local transport law fails near the top, but the term it supplies is then small.

The emission condition (1) has its own limit. When collisions dominate, the distribution near the interface is almost isotropic, and a net flux \(\Gamma\) towards the metal is shared between the two directions: \(n_0v_R+\Gamma/2\) towards the metal and \(n_0v_R-\Gamma/2\) away from it. The latter must equal the metal's emission \(n_mv_R\), so \(\Gamma=2v_R(n_0-n_m)\). Within this simple closure \(\rho_{TE}\) is halved; a relaxation-time kinetic solution for a constant field gives a smaller reduction, to about 0.95, 0.72 and 0.62 of \(\rho_{TE}\) when \(\rho_{DD}/\rho_{TE}\) is 0.1, 1 and 4. It matters little deep in the drift-diffusion regime, but using it in (5) would double \(\mu^*\). Near the crossover neither closure is strictly justified, and \(\mu^*\) should be read as uncertain by a factor of up to about two.

As an example, take a Schottky contact to amorphous In-Ga-Zn-O, an oxide semiconductor with low mobility. Rough typical parameters are \(m=0.34\,m_0\), relative permittivity 12, \(N_D=10^{16}\ \mathrm{cm^{-3}}\), \(\phi_B=0.50\) V and \(\mu=10\ \mathrm{cm^2/Vs}\). At 300 K, \(V_t=25.85\) mV and \(N_c=4.975\times10^{18}\ \mathrm{cm^{-3}}\). The band bending is

\[
V_d=0.500-0.02585\,\ln(497.5)=0.3395\ \mathrm V,
\]

which gives \(b=13.1\), \(W=212\) nm and \(F_m=2(0.3395\ \mathrm V)/(212\ \mathrm{nm})=3.20\times10^4\) V/cm. With \(A^*=40.86\ \mathrm{A/(cm^2K^2)}\), the emission term is

\[
\rho_{TE}=\frac{0.025852}{40.86\times300^2}\,e^{0.500/0.025852}=1.76\ \Omega\,\mathrm{cm^2}.
\]

The length \(L\) is 8.43 nm, against 8.08 nm from \(V_t/F_m\) alone. The two velocities are \(v_R=4.61\times10^6\) cm/s and

\[
v_D=\frac{10\times0.02585}{8.43\times10^{-7}}=3.07\times10^5\ \mathrm{cm/s}.
\]

Their ratio is 15.05, so \(\rho_{DD}=15.05\times1.764=26.5\ \Omega\,\mathrm{cm^2}\) and \(\rho_c=28.3\ \Omega\,\mathrm{cm^2}\). A contact of \(100\times100\ \mu\mathrm{m}^2\) would have a zero-bias resistance of about 280 k\(\Omega\). Emission theory alone would give a value sixteen times too small within this model. The crossover mobility is \(\mu^*=150\ \mathrm{cm^2/Vs}\), far above the assumed 10.

The sum was tested against a finite-difference solution of the continuity equation on 4001 points, with condition (1) at the interface and the slope taken between \(-0.5\) and \(+0.5\) mV. With everything but mobility held fixed, the results are as follows.

| \(\mu\) (cm²/Vs) | \(\rho_{DD}\) (Ω cm²) | sum (Ω cm²) | numerical (Ω cm²) |
|---:|---:|---:|---:|
| 1 | 265.50 | 267.26 | 267.25 |
| 10 | 26.55 | 28.31 | 28.31 |
| 100 | 2.655 | 4.419 | 4.419 |
| 1000 | 0.266 | 2.030 | 2.030 |

At low mobility \(\rho_c\) follows \(1/\mu\); at high mobility it levels off towards \(\rho_{TE}\). The same solution also tests the claim about barrier shape. Freezing the shape leaves the zero-bias slope unchanged to the five decimals printed, whereas at 0.1 V the current with the moving barrier is 0.83 of that with the frozen one. The field falls as \(\sqrt{V_d-V}\), which by itself gives \(\sqrt{0.2395/0.3395}=0.84\).

Doping shifts the crossover. At fixed \(\phi_B\), \(\mu^*\) is 530, 150 and 44 cm²/Vs for \(N_D=10^{15}\), \(10^{16}\) and \(10^{17}\ \mathrm{cm^{-3}}\). Since \(F_m=\sqrt{2qN_DV_d/\varepsilon}\), a factor of ten in doping contributes \(\sqrt{10}=3.2\), and the accompanying rise of \(V_d\) supplies most of the rest. Heating to 350 K, with barrier, doping and mobility held fixed, lowers \(\rho_c\) to 1.76 \(\Omega\,\mathrm{cm^2}\), while the ratio of the terms rises to 17.4.

Of the neglected effects, the image force is among the largest. It adds \(-q/(16\pi\varepsilon x)\) to \(\psi\), lowering and rounding the top. With permittivity 12 the lowering is 19.5 mV, and the terms become 0.83 and 19.1 \(\Omega\,\mathrm{cm^2}\). With a rough high-frequency permittivity of 4 in the image term, the lowering is 33.7 mV and they become 0.48 and 13.1 \(\Omega\,\mathrm{cm^2}\). The total thus drops by 30 to 52 per cent from 28.3. Emission gains more than drift-diffusion, because the rounded top is wider, so the dominance of \(\rho_{DD}\) is strengthened. If \(\phi_B\) is taken from a measurement that already includes the lowering, the correction must not be counted in full again.

Lateral variation of the barrier can be as important. If wide patches conduct in parallel and their barriers have a Gaussian spread \(\sigma\) about 0.50 V, the conductance gains the factor \(e^{\sigma^2/2V_t^2}\), neglecting changes of field. An assumed \(\sigma=30\) mV gives 1.96, which would bring \(\rho_c\) to about 14 \(\Omega\,\mathrm{cm^2}\). Patches with a lower barrier also have a weaker field; including this reduces the gain to 1.85 and gives about 15 \(\Omega\,\mathrm{cm^2}\).

For tunnelling, a semiclassical (WKB) estimate with the sharp barrier gives a current below the top equal to 0.38 of the current above it. Dividing \(\rho_{TE}\) by 1.38 changes the total by less than 2 per cent. This estimate takes the transmission above the top as one and so omits quantum reflection at the abrupt interface, which acts the other way. For a sharp triangular barrier matched to a free-electron metal whose band bottom lies 0.5 to 10 eV below the top, emission above and below the top together is only about 0.7 to 0.3 of the classical value. That raises the total by 3 to 13 per cent and lowers the ratio of the terms to between 10 and 5. Tunnelling electrons would also bypass the most resistive slice of the layer. Their mean path under the barrier is 2.1 nm, and skipping that slice would remove roughly \(1-e^{-2.1/8.4}\approx22\) per cent of \(\rho_{DD}\). This is a size estimate only, since the path is about six mean free paths long and coherent passage is doubtful.

The remaining corrections are smaller. Electrons at the edge of the layer partly screen the donors: Poisson's equation with Boltzmann carriers gives \(F_m^2\approx(2qN_D/\varepsilon)(V_d-V_t)\), a weaker field, and \(\rho_{DD}\) rises to 27.7 \(\Omega\,\mathrm{cm^2}\), or 4.5 per cent. Halving the emission term lowers \(\rho_c\) to 27.4 \(\Omega\,\mathrm{cm^2}\). The relative degeneracy correction in the bulk, \(N_D/(\sqrt8N_c)\), is \(7\times10^{-4}\), and the undepleted 88 nm of a 300 nm film adds only \(5.5\times10^{-4}\ \Omega\,\mathrm{cm^2}\) of bulk resistance.

Set beside real oxide contacts, the mobility and mass are ordinary, but barriers and donor densities vary widely with processing, and \(\rho_c\) depends exponentially on the barrier: 60 mV more would multiply it by about ten. The film must also be thicker than the 212 nm depletion width; many transistor channels are thinner, and their potential profile then differs from the parabola used here. The assumption under most strain is band transport with constant mobility. The computed mean free path is 0.36 nm, comparable with atomic spacings, and in this material mobility tends to fall as carriers are removed. If it were half as large within about 25 nm of the interface, or \(3L\), \(\rho_{DD}\) would nearly double. The value of 28 \(\Omega\,\mathrm{cm^2}\) is therefore an order of magnitude for a contact with the assumed barrier and doping, while the ratio of 15 leaves a wide margin, at this doping, for the conclusion that drift-diffusion dominates.

Crystalline silicon with about \(10^{16}\) donors per \(\mathrm{cm^3}\) and an electron mobility of roughly \(1000\ \mathrm{cm^2/Vs}\) has a comparable interface field and lies on the emission side of the crossover. Lighter doping weakens the field and raises \(\mu^*\), so that near \(10^{14}\ \mathrm{cm^{-3}}\) the two terms can become similar even in silicon. Silicide contacts to heavily doped silicon, with \(10^{20}\) donors per \(\mathrm{cm^3}\) or more, belong to neither side: their barriers are a few nanometres thick, tunnelling carries most of the current, and equation (4) should not be used to design them.

## Numbers as computed

```
effective mass                    0.34 m0
relative permittivity             12.0
donor density                     1.00e+16 cm^-3
barrier height                    0.500 V
mobility                          10.0 cm2/Vs
temperature                       300 K
thermal voltage                   25.852 mV
effective density of states Nc    4.975e+18 cm^-3
Richardson constant A*            40.86 A/cm2K2
emission velocity vR              4.613e+06 cm/s
band bending Vd                   0.3395 V
b = Vd/Vt                         13.131
depletion width W                 212.2 nm
interface field Fm                3.200e+04 V/cm
length L                          8.432 nm
large-b estimate Vt/Fm            8.080 nm
diffusion velocity vD             3.066e+05 cm/s
emission term rho_TE              1.7644 ohm cm2
drift-diffusion term rho_DD       26.550 ohm cm2
sum rho_c                         28.314 ohm cm2
ratio rho_DD/rho_TE               15.048
crossover mobility mu*            150.5 cm2/Vs
estimate vR/Fm                    144.2 cm2/Vs
numerical rho_c at mu*            3.5286 ohm cm2
mean free path                    0.357 nm
mobility cm2/Vs; rho_DD, sum, numerical rho_c in ohm cm2:
      1.0   265.4986   267.2630   267.2531
     10.0    26.5499    28.3143    28.3132
    100.0     2.6550     4.4194     4.4192
   1000.0     0.2655     2.0299     2.0298
mu* at donors 1e+15 cm^-3       529.7 cm2/Vs
mu* at donors 1e+16 cm^-3       150.5 cm2/Vs
mu* at donors 1e+17 cm^-3       43.6 cm2/Vs
slope ratio, frozen/moving shape  1.00000
J moving/frozen shape at 0.1 V    0.831
Neglected effects:
image lowering, permittivity 12   19.5 mV
  rho_TE, rho_DD then             0.829, 19.065 ohm cm2
image lowering, permittivity 4    33.7 mV
  rho_TE, rho_DD then             0.479, 13.125 ohm cm2
WKB tunnel/over-barrier emission  0.381
mean tunnelling length            2.09 nm
rho_DD with free-carrier tail     27.734 ohm cm2
rho_c with emission term halved   27.432 ohm cm2
barrier spread (std. deviation)   30 mV
  conductance gain from spread    1.961
degeneracy correction N/(8^.5 Nc) 7.11e-04
bulk resistance of 300 nm film    1.87e-03 ohm cm2
rho_c at 350 K                    1.755 ohm cm2
ratio rho_DD/rho_TE at 350 K      17.390
```
